\section*{Why supercell defect levels disperse, and how fast the dispersion vanishes}

\section{Definitions and conventions}

A supercell calculation of a point defect treats a crystal in which the defect is repeated with period $L$. The level of one isolated defect is a single energy $E_d$. The repeated defect gives a band $E(\mathbf K)$ instead, with $\mathbf K$ in the Brillouin zone of the supercell. The variation with $\mathbf K$ is the spurious dispersion.

The host is a simple cubic lattice of spacing $a$ with one orbital per site and nearest-neighbour matrix element $-J$, $J>0$. Its Hamiltonian $H_0$ has the band
\begin{equation}
\varepsilon(\mathbf q)=-2J(\cos q_xa+\cos q_ya+\cos q_za),
\end{equation}
with bottom $-6J$. Near the bottom, $2J(1-\cos qa)\approx Ja^2q^2$ for each direction. Equating this to $\hbar^2q^2/2m^*$ gives $J=\hbar^2/(2m^*a^2)$.

A defect is one site with energy $U<0$. The cell is cubic with edge $L=na$, and $\mathbf R$ runs over the defect positions:
\begin{equation}
H=H_0+U\sum_{\mathbf R}|\mathbf R\rangle\langle\mathbf R| .
\end{equation}
Energies below the band are written $E=-6J-\Delta$, with depth $\Delta>0$. The decay constant $\kappa$ is per site, so $\kappa/a$ is the decay constant per length. The width $W$ is the energy at the zone corner, $\mathbf K=(\pi/L)(1,1,1)$, minus that at $\Gamma$, $\mathbf K=0$. Electrons are independent, the lattice is rigid, and the defect potential has no Coulomb tail.

\section{What happens: one level becomes a band}

\subsection{The condition for the repeated defect}

The Schr\"odinger equation reads $(E-H_0)\psi=U\sum_{\mathbf R'}|\mathbf R'\rangle\psi(\mathbf R')$. Define $g_\Delta(\mathbf r)=\langle\mathbf r|(H_0-E)^{-1}|0\rangle$. Since $(E-H_0)^{-1}=-(H_0-E)^{-1}$ and $-U=|U|$,
\begin{equation}
\psi(\mathbf r)=|U|\sum_{\mathbf R'}g_\Delta(\mathbf r-\mathbf R')\,\psi(\mathbf R').
\end{equation}
Set $\mathbf r=0$ and use Bloch's theorem, $\psi(\mathbf R')=e^{i\mathbf K\cdot\mathbf R'}\psi(0)$. Because $g$ is even, the sines cancel in pairs:
\begin{equation}
\frac1{|U|}=g_\Delta(0)+\sum_{\mathbf R\neq0}g_\Delta(\mathbf R)\cos\mathbf K\cdot\mathbf R .
\label{cond}
\end{equation}
All the dispersion comes from the second term, the host's propagation from one image to another.

Below the band $H_0-E$ is positive, so $(H_0-E)^{-1}=\int_0^\infty e^{-(H_0-E)s}\,ds$. The exponential of $H_0$ factorizes over the three directions, and each factor is a modified Bessel function, $\int_{-\pi}^{\pi}\frac{dq}{2\pi}e^{iqm}e^{2Js\cos q}=I_m(2Js)$. Hence
\begin{equation}
g_\Delta(\mathbf r)=\int_0^\infty ds\,e^{-(6J+\Delta)s}\prod_{i=1}^3I_{m_i}(2Js),\qquad \mathbf r=a(m_1,m_2,m_3).
\end{equation}
This is positive and falls as $\Delta$ grows.

\subsection{The isolated defect and its binding threshold}

For one defect, (\ref{cond}) reduces to $1/|U|=g_\Delta(0)$. At large $s$, $I_0(2Js)\approx e^{2Js}/\sqrt{4\pi Js}$, so at $\Delta=0$ the integrand for $g_0(0)$ falls as $s^{-3/2}$ and the integral converges. The right side therefore falls from a finite value to zero as $\Delta$ grows. There is one solution if $|U|>U_c=1/g_0(0)=3.957J$ and none if $|U|<U_c$. In three dimensions a short-range attraction must exceed a threshold to bind.

Let $\Delta$ now be the depth of the isolated level. The bound state is $\phi(\mathbf r)=|U|\phi(0)g_\Delta(\mathbf r)$, proportional to $g_\Delta$. Its normalization requires
\begin{equation}
N=\sum_{\mathbf r}g_\Delta(\mathbf r)^2=\langle0|(H_0-E_d)^{-2}|0\rangle=-\frac{\partial g_\Delta(0)}{\partial\Delta},
\qquad \phi(\mathbf r)=\frac{g_\Delta(\mathbf r)}{\sqrt N}.
\end{equation}

\subsection{The cosine band}

Let $\delta=E(\mathbf K)-E_d$. The depth becomes $\Delta-\delta$, and to first order $g_{\Delta-\delta}(0)=g_\Delta(0)+N\delta$. Insert this in (\ref{cond}), keep the image terms at the unshifted depth, and cancel $1/|U|=g_\Delta(0)$:
\begin{equation}
0=N\delta+\sum_{\mathbf R\neq0}g_\Delta(\mathbf R)\cos\mathbf K\cdot\mathbf R .
\end{equation}
Therefore
\begin{equation}
\delta=\sum_{\mathbf R\neq0}t(\mathbf R)\cos\mathbf K\cdot\mathbf R,\qquad
t(\mathbf R)=-\frac{g_\Delta(\mathbf R)}N=U\phi(0)\phi(\mathbf R).
\label{band}
\end{equation}
The last form follows from $U\phi(0)\phi(\mathbf R)=U g_\Delta(0)g_\Delta(\mathbf R)/N$ and $Ug_\Delta(0)=-1$. The coupling is the defect potential multiplied by the amplitude of the local state and by the tail of its neighbour at the same site.

The six nearest images give $\delta=2t(L)(\cos K_xL+\cos K_yL+\cos K_zL)$. This is $6t(L)$ at $\Gamma$ and $-6t(L)$ at the corner. Since $t<0$, $\Gamma$ is the minimum, and
\begin{equation}
W\approx12|t(L)| .
\label{width}
\end{equation}

\section{Why the width falls exponentially}

\subsection{The tail along a cube axis}

In momentum space, with $k_y,k_z,q$ in units of $1/a$,
\begin{equation}
g_\Delta(n,0,0)=\int\!\frac{d^2k}{(2\pi)^2}\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,
\frac{e^{iqn}}{2J(\cosh\lambda-\cos q)},
\end{equation}
where $\cosh\lambda=3+\Delta/2J-\cos k_y-\cos k_z$. Summing a geometric series gives
\begin{equation}
\sum_{m=-\infty}^{\infty}e^{-\lambda|m|}e^{imq}
=\frac{1-e^{-2\lambda}}{1-2e^{-\lambda}\cos q+e^{-2\lambda}}
=\frac{\sinh\lambda}{\cosh\lambda-\cos q}.
\end{equation}
The $q$ integral selects one term of this series and equals $e^{-\lambda n}/(2J\sinh\lambda)$.

For large $n$, small transverse momenta dominate because they have the smallest $\lambda$. There $\cosh\lambda\approx\cosh\kappa+k^2/2$, with
\begin{equation}
\cosh\kappa=1+\frac{\Delta}{2J},\qquad \lambda\approx\kappa+\frac{k^2}{2\sinh\kappa}.
\end{equation}
The Gaussian integral is $\int\frac{d^2k}{(2\pi)^2}e^{-nk^2/(2\sinh\kappa)}=\sinh\kappa/(2\pi n)$, so
\begin{equation}
g_\Delta(n,0,0)\approx\frac{e^{-\kappa n}}{4\pi Jn},\qquad
W\approx\frac{12\,g_\Delta(n,0,0)}{N}\approx\frac{3}{\pi JN}\,\frac{e^{-\kappa n}}{n}.
\label{law}
\end{equation}

The exponential arises because $E_d$ lies where the host has no propagating states, so an electron can pass between images only by an evanescent wave. The factor $1/n$ is the spreading of that wave in three dimensions. For small $\kappa$, $\cosh\kappa\approx1+\kappa^2/2$ gives $\kappa^2=\Delta/J$, hence $\kappa/a=\sqrt{2m^*\Delta}/\hbar$. In this one-band model, deep levels and heavy carriers converge quickly.

The first-order band needs image terms that barely change over the shift $\delta$. From (\ref{law}), $|\partial\ln g_\Delta(L)/\partial\Delta|\approx n\,d\kappa/d\Delta=n/(2J\sinh\kappa)$. The condition is $n|\delta|\ll2J\sinh\kappa$. It fails for small cells and for levels close to the band edge.

\subsection{The contrasting case: no bound state}

If $|U|<U_c$, the lowest supercell band is the folded host band. At $\Gamma$ the host energy is $-6J$. At the corner the lowest host waves have $q_i=\pm\pi/L$ and energy $-6J\cos(\pi/n)$. The difference is $6J[1-\cos(\pi/n)]\approx3\pi^2J/n^2$, a power law.

The defect corrects this at order $1/n^3$. At $\Gamma$, the whole right side of (\ref{cond}) equals the average of $1/(\varepsilon_{\mathbf q}-E)$ over the $n^3$ allowed waves. Let the level be lowered by $x$ below the host wave. That wave contributes $1/(n^3x)$, and the others contribute about $1/U_c$ in a large cell. Thus
\begin{equation}
\frac1{|U|}\approx\frac1{U_c}+\frac1{n^3x}
\;\Rightarrow\;
x\approx\frac1{n^3}\,\frac{|U|}{1-|U|/U_c}.
\end{equation}
At the corner eight degenerate waves contribute, so the lowering is $8x$. The attractive defect reduces the width by about $7x$.

\section{How large: a trap in a switching oxide}

The parameters are rough values for an electron trap of the oxygen-vacancy type in hafnium oxide: depth $1\,$eV and mass $0.5\,m_e$. The model spacing is $0.25\,$nm. These give $J=1.219\,$eV and $\cosh\kappa=1+1/(2\times1.219)=1.410$, so $\kappa=0.877$ and $\kappa/a=3.51\,\mathrm{nm}^{-1}$. The decay length is $0.285\,$nm. The required site energy is $U=-6.85\,$eV, beyond the threshold of $4.82\,$eV in magnitude.

For $L=2\,$nm, $n=8$ and $NJ^2=0.0435$, so (\ref{law}) gives
\begin{equation}
W\approx\frac{3\times1.219\ \mathrm{eV}}{\pi\times0.0435\times8}\,e^{-7.02}\approx3.0\ \mathrm{meV}.
\end{equation}
Diagonalizing the supercell Hamiltonian gives $3.13\,$meV. The sizes compare as follows.

\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $W$, diagonalized (meV) & $12|t(L)|$ (meV) & Eq.~(\ref{law}) (meV)\\
1.0 & 222.6 & 224.6 & 200.3\\
1.5 & 24.76 & 24.63 & 23.10\\
2.0 & 3.133 & 3.125 & 2.997\\
2.5 & 0.428 & 0.428 & 0.415\\
3.0 & 0.061 & 0.061 & 0.060
\end{tabular}
\end{center}

The hopping formula is within 1\% of the diagonalized width at every listed size. The asymptotic law is 10\% low at $1\,$nm and improves with size. Between $2.5$ and $3\,$nm, the product $WL$ decays at $3.52\,\mathrm{nm}^{-1}$, close to $\kappa/a$. Fitting $W$ itself to a pure exponential over the same interval gives $\ln(0.4281/0.0613)/0.5\approx3.9\,\mathrm{nm}^{-1}$, because the factor $1/L$ is then counted as decay.

Localization controls the result. With cell, spacing and mass fixed at $L=2\,$nm, depths of $0.3$, $1$ and $2\,$eV give widths of $34.5$, $3.13$ and $0.37\,$meV.

For a defect of half the critical strength, the width is $1167\,$meV at $1.25\,$nm and $327\,$meV at $2.5\,$nm. Doubling the cell reduces it by a factor of only $3.6$. The estimate above explains the second value. Here $|U|/(1-|U|/U_c)=U_c=4.82\,$eV, so at $n=10$ the width is $6J(1-\cos18^\circ)-7U_c/1000\approx358-34=324\,$meV. The remaining $3\,$meV arise because the other waves contribute $1/U_c$ only up to a relative correction of order $1/n$. At $n=10$ the actual reduction is $6.5x$, or $31\,$meV.

\section{What to do about it}

\subsection{Choose the sampling points}

Reading the level at $\Gamma$ makes it too low by about $W/2$. The error relative to $E_d$ is $-124\,$meV at $1\,$nm and $-1.65\,$meV at $2\,$nm. Both exceed $W/2$ in magnitude. In first order, images such as $(L,L,0)$ lower $\Gamma$ and the corner equally, so they enter the error but cancel from the width. At $2\,$nm their first-order contribution is $0.090\,$meV, close to the excess of $0.084\,$meV. At $1\,$nm higher-order terms cancel more than half of their effect.

The point $\mathbf K=(\pi/2L)(1,1,1)$ is much better. For an image $\mathbf R=L(m_1,m_2,m_3)$, summing over the signs of the $m_i$ replaces $\cos\mathbf K\cdot\mathbf R$ by $\prod_i\cos(\pi m_i/2)$. This vanishes if any $m_i$ is odd. The nearest surviving images are the six at distance $2L$, each with factor $-1$, so
\begin{equation}
\delta\approx-6t(2L)=6|t(2L)|\propto\frac{e^{-2\kappa n}}{2n}.
\end{equation}
The decay rate has doubled. Diagonalization gives errors of $1.48\,$meV at $1\,$nm and $0.030\,$meV at $1.5\,$nm, against $-124$ and $-13.6\,$meV at $\Gamma$.

In a cubic model this one point suffices. For a defect of lower symmetry, averaging over the eight points $(\pm\pi/2L,\pm\pi/2L,\pm\pi/2L)$ produces the same product of cosines, so the first-order cancellation survives. This set is the $2\times2\times2$ mesh that avoids $\Gamma$.

\subsection{Control the occupation}

The average of each cosine in (\ref{band}) over the whole zone is zero. A completely filled defect band therefore has no first-order energy error if the zone is well sampled. A partly filled band at low temperature fills its lower states first, which makes the defect array metallic and lowers the energy. For the cosine band the lowering is about $W/6$ per electron at half filling and approaches $W/2$ at very low filling. Giving the defect band the same occupation at every $\mathbf K$ removes this first-order bias. At $300\,$K, $k_BT=25.9\,$meV. Thermal occupation is nearly uniform across the $3\,$meV band of the $2\,$nm cell, but not across the $223\,$meV band of the $1\,$nm cell.

\subsection{Measure the decay and extrapolate}

Two cell sizes of the same shape determine the decay, provided the level is bound and both cells are in the asymptotic regime. From $1.5$ and $2\,$nm,
\begin{equation}
\frac{\kappa}{a}\approx\frac{1}{0.5\ \mathrm{nm}}\ln\frac{24.76\times1.5}{3.133\times2.0}=3.56\ \mathrm{nm}^{-1}.
\end{equation}
Extrapolation to $3\,$nm gives $3.133\times(2/3)\,e^{-3.56}\approx0.059\,$meV, against the diagonalized $0.061\,$meV. A third size is needed to distinguish exponential decay from a power law. In this example, and in steps of $0.25\,$nm, the smallest cell with $W<5\,$meV has $L=2\,$nm.

\subsection{Treat charge separately}

A small dispersion does not show that the total energy has converged. A charged cell is calculated with a neutralizing background. For a point charge $e$ in a cubic array the leading spurious energy has magnitude $\alpha e^2/(8\pi\epsilon_0\epsilon L)$, with $\alpha=2.837$. For a rough static permittivity $\epsilon=20$, which applies when the ions relax, it is $51\,$meV at $2\,$nm, sixteen times the dispersion. With the ions held fixed and a rough electronic permittivity of 4, it is five times larger. In both cases it falls only as $1/L$. It needs its own correction.

\section{How far the model carries to a real oxide}

Hafnium oxide is neither simple cubic nor a one-band material, and the model's $14.6\,$eV band width follows from the chosen spacing and mass. The main inputs are the depth and the mass near the band edge, but the spacing also matters. At fixed depth and mass, $W$ at $2\,$nm is $2.4\,$meV for a spacing of $0.125\,$nm and $9.1\,$meV for $0.5\,$nm. The lattice decay constant is 3\% below the continuum value of $3.62\,\mathrm{nm}^{-1}$. Raising the mass to $1.0\,m_e$ at fixed depth, spacing and cell reduces $W$ at $2\,$nm from $3.1$ to $0.18\,$meV. At fixed spacing $\kappa$ depends on the mass and the depth only through the product $m^*\Delta$, so an error by a given factor in either one changes the exponent equally. Within the one-band model, a deeper level also has a narrower band.

The valence band acts in the other direction. Two bands separated by $E_g$ and coupled by $\hbar vk$ have energies satisfying $E^2=E_g^2/4+\hbar^2v^2k^2$ about midgap, with $m^*=E_g/2v^2$. Setting $k=i\kappa_2$ and $E=E_g/2-\Delta$ gives $\hbar^2v^2\kappa_2^2=\Delta(E_g-\Delta)$, or
\begin{equation}
\kappa_2=\frac{\sqrt{2m^*\Delta}}{\hbar}\sqrt{1-\frac{\Delta}{E_g}} .
\end{equation}
At fixed mass and gap, $\kappa_2$ is largest at midgap, so the rule that deeper levels converge faster holds only in the upper half of the gap. For a rough gap of $6\,$eV and the depth of $1\,$eV, $\kappa_2$ is $3.31\,\mathrm{nm}^{-1}$. Compared with the one-band continuum value, it raises $e^{-\kappa n}$ at $2\,$nm by a factor of $1.9$.

An electron bound to a core of charge $+e$ also feels a Coulomb tail. Its radial function $u$, which is $r$ times the wave function, obeys $u''=(\kappa_c^2-2/a^*r)u$ at large $r$, where $\kappa_c=\sqrt{2m^*\Delta}/\hbar$ and $a^*=4\pi\epsilon_0\epsilon\hbar^2/m^*e^2$. Inserting $u=r^\nu e^{-\kappa_cr}$ and matching the $1/r$ terms gives $\nu=1/(\kappa_ca^*)$. For a rough electronic permittivity of 4, $\nu=0.65$. Between $1$ and $2\,$nm, $u$ then gains a factor of about $1.5$ over $e^{-\kappa_cr}$. The wave function gains the same factor over the form $e^{-\kappa_cr}/r$ of a short-range defect. The exponential rate is unchanged.

Operating fields break the periodicity. At $1\,$MV/cm, neighbours $2\,$nm apart along the field differ by $200\,$meV, whereas their coupling is $W/12\approx0.26\,$meV. The band picture then does not describe transport between them. The field can also empty the trap by tunnelling. The exponent is
\begin{equation}
2\int_0^{\Delta/eF}\frac{\sqrt{2m^*(\Delta-eFz)}}{\hbar}\,dz=\frac{4\sqrt{2m^*}\,\Delta^{3/2}}{3\hbar eF},
\end{equation}
which is $48$ at $1\,$MV/cm and $9.7$ at $5\,$MV/cm. For a short-range defect in a weak field, the rate is this exponential factor times $eF/(2\hbar\kappa_c)$, which is $2.1\times10^{13}\,\mathrm{s}^{-1}$ at the lower field and $1.0\times10^{14}\,\mathrm{s}^{-1}$ at the higher one. The lifetime is then about a year at the lower field and of the order of $0.1\,$ns at the higher one, which is close to breakdown for typical films. These times belong to the continuum limit of the one-band, short-range model and are not predictions for a real trap. The lattice decay constant lowers the exponent at the lower field from $48.3$ to $47.4$. The times also count tunnelling only: at $300\,$K, thermal emission over $1\,$eV with a rough attempt rate of $10^{13}\,\mathrm{s}^{-1}$ takes hours, so it would empty the trap first at the lower field. Using $\kappa_2$ in the exponent, with the gap of $6\,$eV, shortens the time at the lower field about twelvefold. A Coulomb tail lowers the barrier and, for a permittivity of 4, shortens that time by roughly a further factor of a thousand.

One defect per $2\,$nm cube is a density of $1.25\times10^{20}\,\mathrm{cm}^{-3}$. If vacancies in a conducting filament are this close or closer, their coupling is physical and must not be removed as an artefact. It should be calculated for the actual, generally disordered, arrangement. For an isolated trap, the same coupling is an error of the boundary conditions. The numerical output below gives the values in more detail.

\section*{Computed results}
\begin{verbatim}
spacing 0.25 nm, mass 0.5 m_e, depth 1.0 eV
host hopping J = 1.2192 eV, host band width = 14.63 eV
defect site energy U = -6.8548 eV
norm integral N*J^2 = 0.04350 (no unit)
kappa lattice = 0.8773 per site = 3.5090 1/nm
kappa continuum = 3.6226 1/nm
decay length 1/kappa = 0.2850 nm
critical |U| for binding = 3.9568 J = 4.8241 eV
weight on defect site phi(0)^2 = 0.7272
tail / saddle-point law at 10, 20, 40 sites: 1.0317 1.0139 1.0065
L(nm)  W exact(meV)  12|t(L)|(meV)  saddle law(meV)
1.00  222.5797  224.6115  200.2580
1.50  24.7636  24.6254  23.0954
2.00  3.1330  3.1252  2.9965
2.50  0.4281  0.4278  0.4147
3.00  0.0613  0.0613  0.0598
decay rate of W*L, 2.5 to 3 nm = 3.5228 1/nm
smallest cell with W < 5 meV: 2.00 nm
L(nm)  Gamma error(meV)  quarter-point error(meV)  6|t(2L)|(meV)
1.00  -124.0085  1.48284  1.56262
1.50  -13.5782  0.03026  0.03064
Gamma error at 2 nm = -1.6502 meV
2 nm cell, depth 0.3 eV: kappa 1.964 1/nm, W 34.5169 meV
2 nm cell, depth 1.0 eV: kappa 3.509 1/nm, W 3.1330 meV
2 nm cell, depth 2.0 eV: kappa 4.825 1/nm, W 0.3693 meV
unbound, |U| = half critical: W(1.25 nm) = 1166.6 meV
unbound: W(2.5 nm) = 326.7 meV, power of 1/L 1.836
unbound: W(2.5 nm) / (3 pi^2 J/n^2) = 0.905
defect density of 2 nm cell = 1.250e+20 cm^-3
two-band kappa, gap 6.0 eV = 3.3070 1/nm
two-band change of exp(-kappa L): x1.880
W for mass 1.0 m_e = 0.1846 meV
Coulomb-tail power nu (permittivity 4.0) = 0.652
Coulomb-tail gain of amplitude, 1 to 2 nm: x1.549
Madelung constant = 2.8373, permittivity 20.0
charged-cell image energy size, 2 nm = 51.07 meV
potential drop over 2 nm at 1 MV/cm = 200.0 meV
field tunnelling exponent at 1.0 MV/cm = 48.30
field tunnelling exponent at 5.0 MV/cm = 9.66
thermal energy at 300 K = 25.85 meV
\end{verbatim}
